# An Ising Lyapunov function for oscillators injected at twice their frequency

**Q.** Take identical spin oscillators with symmetric coupling and inject a signal at twice their frequency. Why should anything decrease? These devices are driven and dissipative.

**A.** It has to be read off the equations of motion. Let oscillator $j$ have complex amplitude $c_j$ and power $p_j=|c_j|^2$, and let free motion go as $e^{+i\omega t}$. I assume that frequency and net damping are linear in power:

$$\omega(p)=\omega_0+N(p-p_0),\qquad \Gamma(p)=G(p-p_0),\quad G>0 .$$

Here $p_0$ is the free-running power, where gain balances loss. The coupling adds $e^{i\beta}\sum_k\kappa_{jk}c_k$ to $\dot c_j$, with $\kappa_{jk}$ real and symmetric, $\kappa_{jj}=0$, and one common phase $\beta$. The injection modulates a parameter of the precession, so it acts through the amplitude itself: $2h\cos(2\omega_0t+\psi)(c_j+c_j^*)$, with $h>0$.

Put $c_j=a_je^{i\omega_0t}$. The injection term in $\dot a_j$ becomes

$$h\left[e^{i(2\omega_0t+\psi)}+e^{-i(2\omega_0t+\psi)}\right]\left(a_j+a_j^*e^{-2i\omega_0t}\right).$$

Of the four products, three oscillate at $2\omega_0$ or $4\omega_0$ and average out at first order in $h/\omega_0$. The fourth is steady, $he^{i\psi}a_j^*$. Hence

$$\dot a_j=(iN-G)(p_j-p_0)a_j+e^{i\beta}\sum_k\kappa_{jk}a_k+he^{i\psi}a_j^* .\tag{1}$$

The last term is unchanged in form under $a_j\to-a_j$, so it can favour two opposite phases. A plain additive force at $2\omega_0$ would become terms at $\omega_0$ and $3\omega_0$ in this frame, with zero average. The modulation is therefore essential at this order.

**Q.** The frequency depends on power. A power error turns the phase, and that looks like circulation, not descent.

**A.** In general it is. Define $\nu=N/G$ and $\alpha=\arctan\nu$. Since $1-i\nu=\sqrt{1+\nu^2}\,e^{-i\alpha}$,

$$iN-G=-G(1-i\nu)=-G_1e^{-i\alpha},\qquad G_1=G\sqrt{1+\nu^2}.$$

The restoring term thus carries a phase $-\alpha$. If the coupling carries the same phase, $\beta=-\alpha$, it factors out of (1):

$$\dot a_j=-e^{-i\alpha}g_j,\quad g_j=G_1(p_j-p_0)a_j-\sum_k\kappa_{jk}a_k-he^{i\chi}a_j^*,\quad \chi=\psi+\alpha .$$

The injection phase $\psi$ needs no tuning; it only sets the reference $\chi$. Now take the real function

$$U=\sum_j\frac{G_1}{4}(p_j-p_0)^2-\frac12\sum_{jk}\kappa_{jk}a_j^*a_k-\frac h4\sum_j\left(e^{-i\chi}a_j^2+e^{i\chi}a_j^{*2}\right).$$

The double sum is real because $\kappa$ is symmetric. Differentiate with respect to $a_j^*$, treating $a_j$ as independent, and double the result. The three terms give $G_1(p_j-p_0)a_j$, $-\sum_k\kappa_{jk}a_k$ and $-he^{i\chi}a_j^*$. So $g_j=2\,\partial U/\partial a_j^*$, which is the ordinary gradient written as a complex number, $\partial_xU+i\partial_yU$ for $a_j=x+iy$. Therefore

$$\frac{dU}{dt}=\sum_j\mathrm{Re}(g_j^*\dot a_j)=-\cos\alpha\sum_j|g_j|^2\le0 .$$

For finite $\nu$, $\cos\alpha=1/\sqrt{1+\nu^2}$ is positive. The motion does rotate relative to steepest descent, by the angle $\alpha<90^\circ$, but it still goes downhill. Equality holds only at equilibrium. The quartic term makes $U$ bounded below and large at large amplitude, so trajectories stay bounded and approach the set of equilibria.

**Q.** That is a function of amplitudes. Where are the phases?

**A.** They remain when injection and coupling are weak compared with power relaxation. Write $a_j=\sqrt{p_j}\,e^{i(\theta_j+\chi/2)}$ and divide (1) by $a_j$. With $\delta p_j=p_j-p_0$,

$$\frac{\dot p_j}{2p_j}+i\dot\theta_j=(iN-G)\delta p_j+e^{-i\alpha}X_j,$$

$$X_j=\sum_k\kappa_{jk}\sqrt{p_k/p_j}\,e^{i(\theta_k-\theta_j)}+he^{-2i\theta_j}.$$

The real part says that power relaxes at rate $2Gp_0$. If this is fast, $\delta p_j\simeq\mathrm{Re}(e^{-i\alpha}X_j)/G$. Insert that into the imaginary part:

$$\dot\theta_j=\nu\,\mathrm{Re}(e^{-i\alpha}X_j)+\mathrm{Im}(e^{-i\alpha}X_j)=\mathrm{Im}\left[(1+i\nu)e^{-i\alpha}X_j\right]=\sqrt{1+\nu^2}\,\mathrm{Im}X_j ,$$

because $1+i\nu=\sqrt{1+\nu^2}\,e^{i\alpha}$. To leading order $p_k/p_j=1$. With $K_{jk}=\sqrt{1+\nu^2}\,\kappa_{jk}$ and $S=\sqrt{1+\nu^2}\,h$,

$$\dot\theta_j=-\sum_kK_{jk}\sin(\theta_j-\theta_k)-S\sin2\theta_j .\tag{2}$$

This is $\dot\theta_j=-\partial V/\partial\theta_j$ with

$$V=-\frac12\sum_{jk}K_{jk}\cos(\theta_j-\theta_k)-\frac S2\sum_j\cos2\theta_j .$$

Each pair occurs twice in the double sum, which cancels the $\frac12$; the derivative of $\cos2\theta_j$ supplies the 2 that cancels the other. Thus $dV/dt=-\sum_j\dot\theta_j^2$ at constant $S$. If $S$ is ramped, $V$ also changes explicitly by $-\frac12\dot S\sum_j\cos2\theta_j$.

**Q.** Substituting $\theta_j=0$ or $\pi$ gives an Ising energy. That does not make those points minima.

**A.** Correct. Let $s_j=\cos\theta_j=\pm1$. For $n$ oscillators

$$V=E-\frac{nS}{2},\qquad E=-\frac12\sum_{jk}K_{jk}s_js_k .$$

All sines in (2) vanish, so every binary state is an equilibrium. Stability needs the second derivatives, $\sum_kK_{jk}\cos(\theta_j-\theta_k)+2S\cos2\theta_j$ on the diagonal and $-K_{jk}\cos(\theta_j-\theta_k)$ off it. At a binary state they form the matrix $L+2S\mathbb 1$, where

$$x^TLx=\frac12\sum_{jk}K_{jk}s_js_k(x_j-x_k)^2 .$$

The state is a strict minimum when $S>S_c=-\frac12\lambda_{\min}(L)$. Each state has its own threshold, and two bounds follow.

First, $(x_j-x_k)^2\le2(x_j^2+x_k^2)$ gives $x^TLx\ge-2D\sum_jx_j^2$ with $D=\max_j\sum_k|K_{jk}|$. Hence $S_c\le D$, and for $S>D$ all $2^n$ binary states are minima. Two oscillators with $K>0$ and opposite spins have $L$ eigenvalues $0$ and $-2K$, so $S_c=K=D$; the bound cannot be lowered in general.

Second, equal $x_j$ give eigenvalue zero. The other $n-1$ eigenvalues add up to the trace, $\sum_{jk}K_{jk}s_js_k=-2E$, so the smallest is at most $-2E/(n-1)$. Hence $S_c\ge E/(n-1)$. States of high positive energy need strong injection to be stable.

**Q.** There may still be other minima, with phases in between, that lie lower.

**A.** Not in $V$ when $S>D$. At any minimum write $\theta_j$ as the nearest binary phase plus $\varepsilon_j$, with $|\varepsilon_j|\le\pi/2$, let $s_j$ be the sign of that binary phase, and define $C_j=\sum_kK_{jk}s_js_ke^{i(\varepsilon_j-\varepsilon_k)}$. Then $|C_j|\le D$. Zero slope and a non-negative diagonal second derivative read

$$\mathrm{Im}\,C_j=-S\sin2\varepsilon_j,\qquad \mathrm{Re}\,C_j\ge-2S\cos2\varepsilon_j .$$

Suppose $\cos2\varepsilon_j\le0$. The right side of the inequality is then non-negative and may be squared:

$$|C_j|^2\ge4S^2\cos^22\varepsilon_j+S^2\sin^22\varepsilon_j\ge S^2>D^2 ,$$

a contradiction. So every $|\varepsilon_j|<\pi/4$. Let $m$ be the largest of them. All differences obey $|\varepsilon_j-\varepsilon_k|\le2m<\pi/2$, where the sine increases, so the zero-slope condition for that oscillator gives $S\sin2m\le D\sin2m$. With $S>D$ this forces $m=0$.

The minima of $V$ are then exactly the binary states, and the lowest is an Ising ground state. Descent, however, may stop in any of them.

**Q.** Then strong injection is safe and useless. Show me a case.

**A.** Take eight oscillators on a ring, each linked to its two neighbours and to the opposite one. All 12 links favour opposite phases, with $K_{jk}=-K_0$. The Ising energy is $E=K_0(12-2\times\text{cut})$, where "cut" counts links joining opposite spins, so the ground state solves a maximum-cut problem. Enumerating the 256 states and diagonalizing $L$ for each gives:

| $E/K_0$ | cut | states | $S_c/K_0$ |
|---|---|---|---|
| −8 | 10 | 8 | 0.618 |
| −6 | 9 | 16 | 1.293 |
| −4 | 8 | 18 | 0.707–1.240 |
| −2 | 7 | 48 | 1.388–1.941 |
| 0 | 6 | 72 | 1.452–2.293 |
| 2 | 5 | 48 | 1.563–2.060 |
| 4 | 4 | 28 | 1.707–2.366 |
| 6 | 3 | 16 | 2.543 |
| 12 | 0 | 2 | 2.707 |

Here $D=3K_0$. The ground states become stable first, but the order is not monotonic: states at $-4K_0$ stabilize before those at $-6K_0$.

I integrated (2) by a fourth-order Runge–Kutta method for a time $150/K_0$, from 300 uniformly random sets of phases at each of two constant injections. The final spin is the sign of $\cos\theta_j$.

At $S=3.5K_0$ all 256 states are minima. Every run ended binary, but only 9.0% reached a ground state, and the mean energy was $-1.87K_0$. At $S=1.25K_0$ only $8+18=26$ binary states are minima; 85% of runs read out as ground states, with mean energy $-7.41K_0$. The thinning of bad minima fits this gain, though counting minima does not determine the sizes of their basins.

At the moderate setting 7% of runs had some $|\sin\theta_j|$ above $10^{-3}$ at the end. Continued ten times longer, such runs all become binary, at $-4K_0$. They are slow arrivals: a state with $S_c=1.24K_0$ relaxes along its softest direction at only $2(1.25-1.24)K_0=0.02K_0$, a factor of about $e^{-3}$ over the run.

Too little injection no longer holds the phases at binary values. At $S=0.309K_0$, below every threshold, all 300 runs ended at non-binary phases. The lowest $V$ found was $-9.80K_0$, below the binary ground-state value $(-8-8\times0.309/2)K_0=-9.24K_0$. On this small graph the signs of $\cos\theta_j$ are still good: in 400 further runs, of length $400/K_0$, they gave a ground state every time. Nothing derived here guarantees that such rounding works for other graphs.

**Q.** Put device numbers in. Is the power really fast enough to forget?

**A.** Consider spin Hall nano-oscillators with rough round parameters: frequency 10 GHz, injection at 20 GHz, Gilbert damping 0.02. All rates below are divided by $2\pi$. I take the linear damping rate for circular precession, $\Gamma_G=0.02\times10\,000=200$ MHz. This, like the energy estimate further on, fixes only the order of magnitude. A modulated bias field produces the $c_j^*$ term only if the precession is elliptical, and an extended in-plane film with $M_s=800$ kA/m at 10 GHz, where the orbit has an axis ratio near 3, damps at about 345 MHz. Let loss be $\Gamma_G(1+Qp)$ and gain $\zeta\Gamma_G(1-p)$, with $Q=\zeta=2$. Their difference is $\Gamma_G[(Q+\zeta)p-(\zeta-1)]$, so $G=800$ MHz, $p_0=1/4$ and $Gp_0=200$ MHz. I choose $\nu=2$, hence $\alpha=63.4^\circ$ and $\sqrt{1+\nu^2}=2.236$. A coupling $\kappa_0=4$ MHz per link gives $K_0=8.94$ MHz; $h=14$ MHz gives $S=31.3$ MHz, the strong case above.

The binary phases survive power changes: if every $a_je^{-i\chi/2}$ is real, so is every $g_je^{-i\chi/2}$. The powers and energies do move. Put $p_j=p_0(1+x_j)$ and $f_j=s_j\sum_k\kappa_{jk}s_k$. To second order in small quantities, the part of $U/p_0$ that depends on $x_j$ is

$$\sum_j\left[\frac{G_1p_0}{4}x_j^2-\frac12(f_j+h)x_j\right].$$

It is lowest at $x_j=(f_j+h)/(G_1p_0)$, where it equals $-\sum_j(f_j+h)^2/(4G_1p_0)$. In a ground state four oscillators have $f=4$ MHz and four have $f=12$ MHz, while $G_1p_0=2.236\times200=447$ MHz. The largest power change is $26/447=5.8\%$. The shift is $-(4\times18^2+4\times26^2)/(4\times447)=-2.2$ MHz, so

$$U/p_0=-32-56-2.2=-90.2\ \text{MHz}.$$

The terms are $-8\kappa_0$, $-nh/2$ and the correction. Solving for the relaxed powers in all 256 states shows that equal Ising energies split by at most 0.29 MHz, while neighbouring levels stay at least 7.9 MHz apart. Their order survives here. More injection does not threaten it: at this order it only widens the gaps. Stronger coupling does shrink the gaps relative to the Ising spacing $2\kappa_0$: at $\kappa_0=40$ MHz and $h=140$ MHz, the same ratio $S/K_0=3.5$, the smallest gap is 69 MHz instead of 80 MHz, though the order still holds. (With $h$ left at 14 MHz the gap would be 47 MHz, but then $S/K_0=0.35$ lies below every threshold and no binary state is stable.) An Ising problem with finer level spacing has less room for such shifts.

One integration of (1) from random phases brought every $|\sin\theta_j|$ below 0.1 after 12 ns and ended in a ground state. That is one run, not a typical solution time. Repeating it with the rapidly varying injection terms kept changed the phases at the final instant by less than $0.01^\circ$. That figure depends on the instant chosen: the term at $4\omega_0$ integrates to a phase ripple of amplitude $h/(4\omega_0)$, about $0.02^\circ$.

**Q.** You set $\beta=-\alpha$ by hand. Real coupling will not oblige.

**A.** Let $\eta=\beta+\alpha$ be the error. The coupling in (2) becomes $\sum_kK_{jk}\sin(\theta_k-\theta_j+\eta)$. For a gradient flow, the derivative of $\dot\theta_j$ with respect to $\theta_k$ must equal that of $\dot\theta_k$ with respect to $\theta_j$. Their difference is

$$K_{jk}\left[\cos(\theta_k-\theta_j+\eta)-\cos(\theta_j-\theta_k+\eta)\right]=-2K_{jk}\sin(\theta_k-\theta_j)\sin\eta .$$

It vanishes for all phases only if $\sin\eta=0$; $\eta=\pi$ merely reverses the sign of $K$. One-way coupling breaks the same equality. Then $V$ no longer generates the motion, even if locked states survive.

A purely conservative coupling, $\beta=-90^\circ$, has $\eta=-26.6^\circ$ here. Starting from a ground state at strong injection, the phases settle at most $10.4^\circ$ away, so the spins remain readable, but the descent proof is lost. Larger $\nu$ reduces this particular error, since $\eta=-\arctan(1/\nu)$. Propagation delay matters too: at 10 GHz, $10^\circ$ of carrier phase is 2.8 ps.

**Q.** And the oscillators are not identical.

**A.** A detuning $\delta_j$ adds $\delta_j$ to $\dot\theta_j$ and $-\delta_j\theta_j$ to $V$. The tilted function changes by $-2\pi\delta_j$ when $\theta_j$ makes a full turn, so it is not single-valued on the phases, and endless slipping becomes possible. A common detuning leaves phase differences alone and shifts every phase by $\frac12\arcsin(\delta/S)$; this solution disappears for $|\delta|>S$. It loses stability earlier: its softest stiffness is $2(\sqrt{S^2-\delta^2}-S_c)$, so a state holds only while $\delta^2<S^2-S_c^2$. At strong injection 74 of the 256 states remain stable at $\delta=0.9S$, and none at $0.99S$. For detunings evenly spaced from $-10$ to $+10$ MHz around the ring, at strong injection, the phases shift by at most $6.7^\circ$ in one ground state and by up to $10.1^\circ$ in the least favourable one.

**Q.** Could room-temperature noise at least shake it out of bad minima?

**A.** Model it as white noise in $\dot a_j$, of strength set by equipartition. If a noise of correlation $2D_a\delta(t)$ acts on a mode with loss rate $\Gamma_+$, the mean power is $D_a/\Gamma_+$. Equating its energy to $k_BT$ gives $D_a/p_0=\Gamma_+k_BT/E_{\rm osc}$, where $E_{\rm osc}$ is the energy at $p_0$. The phase receives the tangential noise directly and the radial noise multiplied by $\nu$, so its diffusion constant is

$$D_\phi=\frac{(1+\nu^2)\Gamma_+}{2}\frac{k_BT}{E_{\rm osc}} .$$

I estimate $E_{\rm osc}=2M_s\mathcal V p_0\omega_0/\gamma$, with $\gamma$ the gyromagnetic ratio and $p=(1-\cos\vartheta)/2$ for precession angle $\vartheta$. For $M_s=800$ kA/m and volume $\mathcal V=(150\ \text{nm})^2\times5$ nm at 300 K, $E_{\rm osc}/k_BT=3877$. With $\Gamma_+=200(1+2/4)=300$ MHz, $D_\phi=5\times300/(2\times3877)=0.19$ MHz.

The stationary weight is $e^{-V/D_\phi}$. If one phase turns while the others stay fixed, its energy is $-F\cos\varepsilon-\frac S2\cos2\varepsilon$, with $F=s_j\sum_kK_{jk}s_k$. The top lies at $\cos\varepsilon=-F/2S$, provided $|F|<2S$, and the barrier is $(S+F/2)^2/S$. At strong injection this is $211D_\phi$ for the easiest flip from a ground state, and $53D_\phi$ from the worst state, all spins equal. These are upper bounds on the escape barriers, since the other phases may yield. The lowest saddle points found with all phases free lie at about $203D_\phi$ and $38D_\phi$. A factor of $e^{-38}$ makes escape negligible even from the all-equal state, so at strong injection this noise does not help.

Moderate injection is different. At $S=1.25K_0$ the bad minima with $S_c=1.24K_0$ are barely stable. When (2) is integrated with this noise, all runs started in them reach a ground state within $150/K_0$, or 2.7 µs; without noise none do. From 400 random starts each, the share of ground-state readouts rises from 87% without noise to 94% with it; the sampling scatter is about two points, which covers the difference from the 85% found above.

**Q.** How close is this to a real array?

**A.** Gigahertz frequencies and sizes of order 100 nm are within reach of these oscillators. The coupling, its phase and $\nu$ depend on layout, field and current; mine are model choices. Two assumptions are fragile. The computed free linewidth, $2D_\phi=0.39$ MHz, is narrow; a real device can have a linewidth of a megahertz or more. Ten times more phase noise would lower both barrier ratios tenfold and raise the thermal phase deviation in a ground state from $2.9^\circ$ to about $9^\circ$ rms. Fabrication spread can also exceed 10 MHz: at $\pm30$ MHz, close to $S$, the phase shift reaches $37.5^\circ$ in some ground states, and at $\pm35$ MHz some of them no longer hold. A design that relies on this Lyapunov function must therefore control three things together: reciprocal coupling, its phase relative to $-\arctan\nu$, and detuning small compared with $S-S_c$ for the states it must hold, since their softest direction has stiffness $2(S-S_c)$. In the phase model, injection above $D$ guarantees binary minima; in this example a lower value found better ones.
